# Inverse-depth decay of potential fluctuations beneath a white-noise barrier map, part 1

(Sections cited here and not found follow in the second part.)

## 1. The inverse-depth law and the maps that obey it

A calculation of a metal-semiconductor contact must decide how deep the lateral structure of the barrier has to be carried. Above some depth the potential must be resolved patch by patch on a three-dimensional mesh. Below it, a mean profile and one random width may suffice. The decision hangs on how fast that width falls with depth, and on where the rule for its fall stops being true.

### The problem for the fluctuation

Let the metal occupy $z<0$ and the semiconductor $z>0$, and let $\mathbf r=(x,y)$ be the lateral position. The barrier is the conduction-band edge at $z=0$, measured from the metal's Fermi level. Write it as a mean plus a fluctuation $u(\mathbf r)$ with $\langle u\rangle=0$, where the brackets denote an average over many statistically equal interfaces. The fluctuation is stationary: its covariance depends on the separation alone,

$$\langle u(\mathbf r)u(\mathbf r')\rangle=C(\mathbf r-\mathbf r').$$

White noise means $C(\mathbf r)=S\,\delta(\mathbf r)$. Since the two-dimensional delta function has the unit of inverse area, $S$ is an energy squared times an area, here in eV² nm².

Let $q>0$ be the elementary charge, $\varepsilon$ the uniform and isotropic permittivity, and $N$ the density of ionized donors, treated as a uniform fixed charge. The band edge $E$, in eV, is minus the electrostatic potential in volts plus a constant, so Poisson's equation reads $\nabla^2E=(q/\varepsilon)N$. The laterally averaged band edge $\bar E(z)$ obeys the same equation with the same right side. Subtraction leaves, for $V=E-\bar E$,

$$\nabla^2V=0\quad(z>0),\qquad V(\mathbf r,0)=u(\mathbf r).$$

This is the sense of "charge-free" needed here: the fluctuation induces no charge of its own. A uniform doping does no harm, because it enters the mean alone. In this first half the semiconductor is infinitely deep and $V$ vanishes at great depth.

### Decay of the lateral modes

Use the Fourier convention

$$V(\mathbf r,z)=\int\frac{d^2k}{(2\pi)^2}\,\tilde V(\mathbf k,z)\,e^{i\mathbf k\cdot\mathbf r}.$$

Two lateral derivatives multiply a mode by $-k^2$, with $k=|\mathbf k|$, so Laplace's equation becomes

$$\frac{d^2\tilde V}{dz^2}=k^2\tilde V,\qquad \tilde V=A\,e^{-kz}+B\,e^{kz}.$$

The growing part must be absent, so $B=0$, and the value at the interface gives $A=\tilde u(\mathbf k)$. Each mode dies within a depth of order $1/k$: fine structure disappears first.

The modes of a stationary map are uncorrelated. With $\mathbf r=\mathbf r'+\mathbf R$,

$$\langle\tilde u(\mathbf k)\tilde u^*(\mathbf k')\rangle
=\int d^2r'\,e^{-i(\mathbf k-\mathbf k')\cdot\mathbf r'}\int d^2R\,C(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}
=(2\pi)^2\delta(\mathbf k-\mathbf k')\,\tilde C(\mathbf k).$$

In $\langle V^2\rangle$ the delta function removes one of the two wavevector integrals, and the two decay factors multiply:

$$\sigma^2(z)=\langle V^2(\mathbf r,z)\rangle=\int\frac{d^2k}{(2\pi)^2}\,\tilde C(\mathbf k)\,e^{-2kz}.$$

For white noise $\tilde C=S$ at every $\mathbf k$. The angular integral gives $2\pi$, and integration by parts gives

$$\int_0^\infty k\,e^{-2kz}dk=\frac1{2z}\int_0^\infty e^{-2kz}dk=\frac1{4z^2}.$$

Hence

$$\sigma^2(z)=\frac{S}{2\pi}\,\frac1{4z^2}=\frac{S}{8\pi z^2},\qquad
\boxed{\sigma(z)=\sqrt{\frac{S}{8\pi}}\;\frac1z}.$$

Although each mode decays exponentially, the sum decays as a power, because a white map contains modes of arbitrarily long wavelength. At depth $z$ the survivors have $k\lesssim1/z$. They fill an area of order $1/z^2$ in the plane of wavevectors, which is the scaling of the variance.

The variance diverges at $z=0$. Ideal white noise has no finite point value, so a measured or computed standard deviation of the barrier at the interface cannot be inserted for $S$ without an area.

### The same result in real space

The function

$$P_z(\mathbf r)=\frac{z}{2\pi(r^2+z^2)^{3/2}}=-\frac1{2\pi}\frac{\partial}{\partial z}\frac1{\sqrt{r^2+z^2}}$$

is harmonic for $z>0$, being a derivative of a point-charge potential. Its lateral integral is

$$\int P_z\,d^2r=z\int_0^\infty\frac{r\,dr}{(r^2+z^2)^{3/2}}=z\left[-\frac1{\sqrt{r^2+z^2}}\right]_0^\infty=1,$$

and it contracts to a point as $z\to0$. It is therefore the decaying solution whose boundary value is $\delta(\mathbf r)$, and its Fourier transform is $e^{-kz}$. The potential is the weighted average

$$V(\mathbf r,z)=\int P_z(\mathbf r-\mathbf r')u(\mathbf r')\,d^2r'.$$

Because $e^{-kz}e^{-kz}=e^{-2kz}$, convolving $P_z$ with itself gives $P_{2z}$. For white noise the covariance at depth $z$ is thus

$$C_z(\mathbf r)=S\,P_{2z}(\mathbf r)=\frac{S}{2\pi}\frac{2z}{(r^2+4z^2)^{3/2}}
=\frac{S}{8\pi z^2}\left(1+\frac{r^2}{4z^2}\right)^{-3/2}.$$

At $r=0$ this is the boxed law. The last factor is the lateral correlation: the potential varies over a lateral distance comparable with $2z$. For a map made of patches this holds at depths large against the patch size. A mesh may therefore be coarsened in proportion to depth.

The law was tested on a cubic lattice with 127 interior nodes along each edge. One face carried independent values of unit variance and the other faces were grounded. No continuum decay factor was assumed. Below the middle of the face, the ratio of the lattice deviation to the law was 1.0085 at 5 spacings and 0.9973 at 10, which corresponds to a decay exponent of 1.016. At depth 5 and lateral separation 10, where $r=2z$, the correlation was 0.346, against $2^{-3/2}=0.354$ from the formula. The lattice spacing and the finite box both affect these numbers, and the test does not separate them.

The lattice calculation needs no random sampling. The potential at a chosen node is a linear sum $\sum_jw_ju_j$ over the boundary nodes. One solution with a unit source at the chosen node gives all the $w_j$, because the lattice Green function is symmetric. The variance is then $\sum_jw_j^2$ for independent unit-variance values. For the lateral correlation, the weights of the second point were taken as those of the first shifted by ten nodes, which neglects its changed distance to the side faces.

### Maps made of patches

For any covariance, the real-space argument gives

$$\sigma^2(z)=\int C(\mathbf r)P_{2z}(\mathbf r)\,d^2r
=\frac1{8\pi z^2}\int C(\mathbf r)\left(1+\frac{r^2}{4z^2}\right)^{-3/2}d^2r.$$

Suppose that $C$ falls off fast enough for its low moments to exist. When $z$ is large against its range, $(1+t)^{-3/2}=1-\tfrac32t+\dots$ with $t=r^2/4z^2$ gives

$$\sigma^2(z)=\frac1{8\pi z^2}\left[S-\frac{3M_2}{8z^2}+\dots\right],\quad
S=\int C\,d^2r,\quad M_2=\int r^2C\,d^2r.$$

For finite and nonzero $S$, a real map thus follows the law at large enough depth. The depth must be large against the correlation length, against $\sqrt{3|M_2|/(8S)}$, and against the like lengths of the next terms, such as $(|M_4|/S)^{1/4}$ with $M_4=\int r^4C\,d^2r$. When the positive and negative parts of $C$ nearly cancel in $S$, any of these can far exceed the correlation length. For the spectrum $(S+k^4)e^{-k^2/2}$ with $S=10^{-4}$, lengths being measured in units of the Gaussian range, $\sqrt{3|M_2|/(8S)}$ is only 0.87, yet the variance at $z=10$ is about eight times the law. If $C$ is nowhere negative, the factor in the integral is at most one, and the law is an upper bound at every depth.

Take square patches of side $a$ with independent barrier values of standard deviation $s$, and let the origin of the patch grid be random. Two points separated by $(x,y)$ share a patch with probability $(1-|x|/a)(1-|y|/a)$ when both separations are below $a$, and otherwise never. Therefore

$$C(x,y)=s^2\left(1-\frac{|x|}a\right)\left(1-\frac{|y|}a\right),\qquad |x|,|y|<a.$$

Each factor integrates to $a$, so $S=s^2a^2$. The normalized second moment along one axis is

$$\frac1a\int_{-a}^{a}x^2\left(1-\frac{|x|}a\right)dx=\frac2a\left(\frac{a^3}3-\frac{a^3}4\right)=\frac{a^2}6.$$

Two axes give $M_2/S=a^2/3$, and

$$\sigma^2(z)=\frac{s^2a^2}{8\pi z^2}\left[1-\frac{a^2}{8z^2}+\dots\right].$$

The leading term is $s^2$ divided by $8\pi z^2/a^2$, which acts as the number of independent patches averaged at depth $z$.

At shallow depth the series should be replaced by a direct sum. The weight of a patch is $\Omega/2\pi$, where $\Omega$ is the solid angle it subtends at the point of observation, since $P_z\,d^2r=\cos\theta\,d^2r/(2\pi R^2)$ with $R^2=r^2+z^2$ and $\cos\theta=z/R$. The variance is $s^2\sum(\Omega/2\pi)^2$, averaged over the position of the point within a patch. At $z=4a$ this sum gave 0.1237 for the relative deficit of the variance multiplied by $z^2/a^2$. The leading coefficient is $1/8=0.125$.

Unequal patches change $S$. If their values are independent of their areas $A$, a random point falls in a patch with probability proportional to $A$. The integral of $C$ is $s^2$ times the mean area of the patch that contains the point:

$$S=s^2\,\frac{\langle A^2\rangle}{\langle A\rangle},$$

where the averages on the right count each patch once. The square of the mean area cannot exceed the mean squared area, so a spread of sizes at fixed mean area raises $S$. For an exponential distribution of areas, $\langle A^2\rangle=2\langle A\rangle^2$, and $\sigma$ rises by $\sqrt2$.

### Maps with another power of depth

Short range alone does not secure the law. Consider

$$C(r)=s^2\left(1-\frac{r^2}{2l^2}\right)e^{-r^2/2l^2}.$$

This is an admissible covariance: it equals $-(s^2l^2/2)\nabla^2e^{-r^2/2l^2}$, whose spectrum is $\pi s^2l^4k^2e^{-k^2l^2/2}\ge0$. With $t=r^2/2l^2$ and $d^2r\to2\pi l^2dt$,

$$S=2\pi l^2s^2\int_0^\infty(1-t)e^{-t}dt=0,$$

$$M_2=4\pi l^4s^2\int_0^\infty t(1-t)e^{-t}dt=4\pi l^4s^2(1-2)=-4\pi l^4s^2.$$

The leading term vanishes and the next one gives

$$\sigma^2\simeq\frac1{8\pi z^2}\,\frac{3\cdot4\pi l^4s^2}{8z^2}=\frac{3s^2l^4}{16z^4},\qquad
\sigma\simeq\frac{\sqrt3}4\,s\,\frac{l^2}{z^2}.$$

High regions are here compensated by low surroundings, so the long waves are missing. Numerical integration between $z=15l$ and $z=30l$ gave a decay exponent of 1.994.

The opposite case is a spectrum that grows as $k^{-\beta}$ at small $k$, with $0<\beta<2$. Then $\int k^{1-\beta}e^{-2kz}dk\propto z^{\beta-2}$, and $\sigma\propto z^{-1+\beta/2}$ at large depth, slower than the law. Before $S$ is extracted from a measured map, its spectrum should be seen to level off at small $k$.

### Putting the noise on a mesh

On a square boundary mesh of spacing $h$, independent node values of standard deviation $s_h$ represent $S=s_h^2h^2$. The correct input is therefore

$$s_h=\frac{\sqrt S}{h}.$$

Halving the spacing doubles the node deviation at fixed $S$. If $s_h$ is held fixed instead, refinement lowers $\sigma$ at every resolved depth in proportion to $h$. Results at depths comparable with $h$ depend on the mesh. When the patches are known, they should be drawn with their actual size and deviation, and the mesh should resolve them.

## 2. Finite contacts, discrete dopants and a silicide example

The coordinate $z$ is the depth below the metal, $V$ the fluctuation of the band edge in eV, and $\sigma$ its standard deviation. The interface map has integrated covariance $S$. Its spectrum is $S$ for white noise, and $S=s^2a^2$ for independent square patches of side $a$ and standard deviation $s$. The first half gave $\sigma^2=S/(8\pi z^2)$ for white noise, with lateral covariance $C_z(r)=\sigma^2(1+r^2/4z^2)^{-3/2}$. Square patches multiply this variance by $1-a^2/(8z^2)+\dots$. The donor density is $N$, the permittivity $\varepsilon$, and $q$ the elementary charge.

### The edge of the depletion layer

A depletion layer ends at a finite width $W$. In the depletion approximation the mean band edge, measured from its bulk value, is $E_b(1-z/W)^2$, where $E_b$ is the band bending. Suppose the fluctuation moves the edge to $W+w$. The total energy and its slope must both vanish there:

$$E_b\frac{w^2}{W^2}+V(W+w)=0,\qquad \frac{2E_bw}{W^2}+\partial_zV(W+w)=0.$$

To first order in the fluctuation, the first condition is $V(W)=0$ and the second determines $w$. The edge acts on $V$ as a grounded plane, and the modes become

$$\tilde V(\mathbf k,z)=\tilde u(\mathbf k)\,\frac{\sinh k(W-z)}{\sinh kW}.$$

With $\eta=z/W$, the white-noise variance is the half-space value times

$$R=4z^2\int_0^\infty k\,\frac{\sinh^2k(W-z)}{\sinh^2kW}\,dk.$$

Differentiating a geometric series gives $1/\sinh^2y=4\sum_{n\ge1}n\,e^{-2ny}$. Also $4\sinh^2y=e^{2y}+e^{-2y}-2$. Inserting both and using $\int_0^\infty k\,e^{-2kb}dk=1/4b^2$ for each exponential,

$$R=\eta^2\sum_{n\ge1}n\left[\frac1{(n-1+\eta)^2}+\frac1{(n+1-\eta)^2}-\frac2{n^2}\right].$$

Cut the sum at a large $n$ and relabel the first term by $m=n-1$ and the second by $m=n+1$. The unmatched terms at the cut vanish as it goes to infinity. The first term at $m=0$ contributes $1/\eta^2$, and the rest is

$$\sum_{m\ge1}\left[\frac{m+1}{(m+\eta)^2}+\frac{m-1}{(m-\eta)^2}-\frac2m\right].$$

Now expand $(m\pm\eta)^{-2}=m^{-2}\mp2\eta m^{-3}+3\eta^2m^{-4}+\dots$. The parts of order $\eta^0$ cancel. The part of order $\eta$ is $-4\eta/m^3$, and that of order $\eta^2$ is $6\eta^2/m^3$. With $\zeta(3)=\sum m^{-3}$,

$$R=1-4\zeta(3)\,\eta^3+6\zeta(3)\,\eta^4+O(\eta^5).$$

Quadrature of the integral tested this. The deficit $1-R$ divided by $\eta^3$ was 4.467 at $\eta=0.05$, where the two terms give 4.448. At $\eta=0.01$ it was 4.737, approaching the limit $4\zeta(3)=4.808$. The same factor applies to a grounded back contact at distance $W$.

For a charge-free fluctuation, white noise gives a width that falls as $1/z$, short-range maps with finite, nonzero $S$ approach this law at large enough depth, and the depletion edge lowers the variance by a fraction that begins as $4\zeta(3)(z/W)^3$. What remains is the statistical spread in a single window, the effect of discrete dopants, a worked silicide contact, and the limits on what the law says about the current.
